# Comment on selecting an oxide breakdown law from narrow-range stress data

**The argument under review**

The argument runs as follows. Groups of 20 identical oxide capacitors are stressed to breakdown at 2.8, 2.9, 3.0, 3.1 and 3.2 V. The logarithm of the characteristic lifetime, plotted against voltage, lies on a straight line with $R^2\approx0.997$, and a chi-square test accepts the line. The exponential law is therefore declared established. It is extended to 2.0 V, and the projected lifetime is given a 95 % interval of a factor 2.6 either way.

The measurements and the regression are not in dispute. The question is whether the quality of the fit supports the word "therefore".

**Three laws with the same value and slope**

Let $V$ be the oxide voltage at fixed thickness, area and temperature, so that the field is proportional to $V$. Failure times follow a Weibull distribution,

$$F(t)=1-\exp[-(t/\eta)^\beta],$$

where $\eta(V)$ is the time by which 63.2 % have failed. The shape $\beta$ is taken as known and independent of voltage, so that no scatter from estimating it enters the lifetimes. The candidates are

$$\eta=Ae^{-\gamma V},\qquad \eta=CV^{-n},\qquad \eta=Be^{G/V}.$$

Let $V_0$ be the centre of the stress window, $u=V/V_0$ and $\eta_0=\eta(V_0)$. Define $n=-d\ln\eta/d\ln V$ at $V_0$. For the exponential law this derivative gives $\gamma V_0=n$; for the reciprocal law it gives $G/V_0=n$. Hence $\gamma=n/V_0$ and $G=nV_0$, and the matched laws are

$$\ln\frac{\eta}{\eta_0}=-n(u-1),\qquad -n\ln u,\qquad n\left(\frac1u-1\right).$$

All three are members of one family,

$$\ln\frac{\eta}{\eta_0}=-n\,\frac{u^\lambda-1}{\lambda},$$

with $\lambda=1$, $0$ and $-1$ respectively. The middle case is a limit, since $u^\lambda=1+\lambda\ln u+\dots$ for small $\lambda$.

The first derivative with respect to $u$ is $-nu^{\lambda-1}$ and the second is $n(1-\lambda)u^{\lambda-2}$. With $x=u-1$, the expansion about the window centre is

$$\ln\frac{\eta}{\eta_0}=-nx+\frac{n(1-\lambda)}{2}x^2+O(nx^3).$$

The identity of the law first appears in the curvature. The value and the slope, which dominate the plot, say nothing about $\lambda$.

Away from the centre the order of the laws is fixed. For $u\ne1$, $\ln u<u-1$, so $-\ln u>-(u-1)$: the power law lies above the exponential. Replacing $u$ by $1/u$ gives $-\ln u<1/u-1$: the reciprocal law lies above the power law.

**A case with a known answer**

To examine the inference, I take round model parameters, attached to no particular device, and declare the power law true: $V_0=3.0$ V, $n=40$, $\eta_0=1000$ s and $\beta=1.5$. At 2.0 V, $u=2/3$, and the three logarithms are

$$40\times\tfrac13=13.3,\qquad 40\ln\tfrac32=16.2,\qquad 40\times\tfrac12=20.$$

The matched lifetimes are therefore $6.2\times10^8$, $1.1\times10^{10}$ and $4.9\times10^{11}$ s. The largest is 786 times the smallest.

How visible is this disagreement inside the window? Write the five stress points as $x=hs$, with $s=-1,-\frac12,0,\frac12,1$ and $h=0.2/3.0=0.0667$. Two matched laws whose labels differ by $\Delta\lambda$ differ by $n\Delta\lambda h^2s^2/2$ in magnitude, to leading order. A fit with free intercept and slope can absorb part of this. Since $\sum s=0$ and $\sum s^3=0$, the slope absorbs nothing; the intercept absorbs the mean of $s^2$, which is $\frac12$. What remains of $s^2$ is

$$\left(\tfrac12,-\tfrac14,-\tfrac12,-\tfrac14,\tfrac12\right),$$

whose squares add to $\frac78$. The irreducible squared misfit is thus

$$D^2=\frac78\left(\frac{n\,\Delta\lambda\,h^2}{2}\right)^2 .$$

Fitting in $1/V$ or $\ln V$ instead of $V$ changes this only at higher order in $h$.

For neighbouring laws, $nh^2/2=0.089$. The largest residual should be half of that, 0.044 in $\ln\eta$. Fits to noise-free power-law data give 0.045 for both wrong laws, an error of about 5 % in lifetime. The same fits, extended to 2.0 V, miss the true lifetime by factors of 17 (exponential, too short) and 39 (reciprocal, too long).

**What the scatter hides**

The 5 % misfit must be compared with the sampling error. For known $\beta$, the log-likelihood of $N$ failure times depends on $\eta$ through $-N\beta\ln\eta-\sum(t_i/\eta)^\beta$. Setting its derivative with respect to $\ln\eta$ to zero gives

$$\hat\eta^{\,\beta}=\frac1N\sum_i t_i^\beta .$$

Each $(t_i/\eta)^\beta$ is exponentially distributed with mean 1, because the probability that it exceeds $q$ is $e^{-q}$. Their sum $S$ has a gamma distribution of shape $N$, and

$$\ln\hat\eta=\ln\eta+\frac{\ln S-\ln N}{\beta}.$$

Since $\langle S^k\rangle=\Gamma(N+k)/\Gamma(N)$ generates the moments of $\ln S$, differentiating its logarithm at $k=0$ gives mean $\psi(N)$ and variance $\psi_1(N)$, the digamma and trigamma functions. The bias $[\psi(N)-\ln N]/\beta$ is known and is subtracted. The standard error is

$$\sigma=\frac{\sqrt{\psi_1(N)}}{\beta}=0.151\quad\text{for }N=20,$$

more than three times the largest systematic residual.

This explains the high $R^2$. The total sum of squares is about $n^2h^2\sum s^2=2.5\,n^2h^2=17.8$, nearly all of it from the common slope. Three residual degrees of freedom contribute on average $3\sigma^2=0.068$, and the wrong curvature adds only $D^2=0.007$. In simulated experiments built from individual failure times, the median $R^2$ is 0.997 for each law. The chi-square test, set to accept a correct law 95 % of the time, accepts the power law in 94.9 % of cases and each wrong law in 93.0 %.

**Choosing the smallest residual does not rescue the argument**

One might reply that all three laws should be fitted and the best one kept. Project the data on the unit vector along the residual pattern found above. The expected component is $\sqrt{7/8}\,n(1-\lambda)h^2/2$, and its standard error is $\sigma$. The small relative error of $n$ being neglected, the standard error of the estimated label is

$$s_\lambda=\frac{\sigma}{(n/2)\,h^2\sqrt{7/8}}=\frac{0.151}{0.083}=1.8 .$$

The candidates are separated by 1. To leading order the other residual components are common to all three fits, so the smallest residual belongs to the candidate nearest the estimate $\hat\lambda$. The true power law wins when $|\hat\lambda|<\frac12$. With $\Phi$ the normal cumulative distribution,

$$P_{\rm win}=2\Phi\!\left(\frac{1}{2s_\lambda}\right)-1=21.7\,\% .$$

The simulation gives 21.5 %, against 39.5 % for the exponential and 39.1 % for the reciprocal law. The truth does worse than a blind choice among three because it is the middle candidate, and large errors of either sign carry $\hat\lambda$ past it.

An end member has a competitor on one side only. By the same approximation, a true exponential law would win with probability $\Phi(1/2s_\lambda)=(1+0.217)/2=61\,\%$. A win by the exponential law is thus weak evidence: it occurs in 61 % of experiments if that law is true and in about 40 % if the power law is true.

**What the quoted interval means**

Let $z$ be the coordinate in which a law is linear: $V$, $\ln V$ or $1/V$. The fitted line at the operating point is $\bar y+\hat b(z_{\rm op}-\bar z)$, where $y=\ln\hat\eta$ and $\hat b$ is the slope. The errors of $\bar y$ and $\hat b$ are uncorrelated because $\sum(z_i-\bar z)=0$. With $K$ voltages their variances are $\sigma^2/K$ and $\sigma^2/\sum(z_i-\bar z)^2$, so

$$s_{\rm op}=\sigma\sqrt{\frac1K+\frac{(z_{\rm op}-\bar z)^2}{\sum_i(z_i-\bar z)^2}} .$$

For the exponential law, $K=5$, $(z_{\rm op}-\bar z)^2=1.0$ V² and the sum is 0.10 V². Hence $s_{\rm op}=0.151\sqrt{10.2}=0.48$, and the 95 % factor is $e^{1.96\times0.48}=2.6$, as the argument states. This number is correct on the condition that the law is correct. With the power law true, the interval almost never contains the true lifetime. The miss of $\ln17=2.8$ is 5.9 standard errors, so the expected coverage is about $\Phi(1.96-5.9)\approx0.005\,\%$, and the simulated 0.01 % rests on a couple of cases. The reciprocal law's interval does so in 0.09 %, and the power law's in 95.1 %. The interval carries the error of the coefficients and omits the error of the choice of law.

**Consequences for the permitted voltage**

Reliability targets concern early failures. Solving the Weibull distribution for time gives

$$t_F=\eta\,[-\ln(1-F)]^{1/\beta}.$$

For $F=0.001$ the factor is 0.010. It is common to all laws and cannot reduce their ratios. At 2.0 V the matched laws give lives of 0.20, 3.5 and 154 years for the exponential, power and reciprocal laws.

A ten-year life at this $F$ requires $\eta=10/0.010=1000$ years. Let $L=\ln(\eta/\eta_0)=17.3$ be the required logarithmic gain. The family formula gives $u^\lambda=1-\lambda L/n$, or

$$V=V_0\left(1-\frac{\lambda L}{n}\right)^{1/\lambda},$$

with the limit $V_0e^{-L/n}$ for $\lambda=0$. The permitted voltages are 1.70, 1.95 and 2.10 V. Operation at 2.0 V is approved by one law and refused by the other two.

The limit $V\to0$ shows how different the laws are. The exponential law tends to a finite lifetime $\eta_0e^n$, so for $L\ge n$ it permits no positive voltage at all. The other two lifetimes diverge.

**What would support a selection**

For large $N$, $\psi_1(N)\approx1/N$ and $\sigma\approx1/(\beta\sqrt N)$. Inserting this in $s_\lambda$ and solving for $N$ gives

$$N\approx\frac{32}{7\,\beta^2n^2h^4s_\lambda^2}.$$

A standard error $s_\lambda=0.25$ puts the decision boundaries two standard errors from the truth, for a predicted win rate of 95.4 %. It needs 1029 devices per voltage in the original window, but 65 if the window is doubled to 2.6–3.4 V. The simulated win rates are 95.7 % and 95.9 %. With the original 20 devices per voltage, the doubled window gives 73.1 %.

Alternatively, one group of 20 devices at 2.4 V can be added to the original five. The true law then wins in 81.6 % of experiments. The price is time: $\eta$ there is 87 days, and the last of the 20 failures, which this estimator needs, comes on average after 202 days.

Two limits apply to these remedies. First, the argument above concerns finite, noisy data: perfect data at three or more voltages would separate the three laws in any window of nonzero width. Secondly, even a decisive selection ranks only the candidates offered, and only where data exist. If another breakdown process takes over between the lowest stress voltage and operation, the winning law need not hold there, however well it was selected. Continuity of the mechanism needs evidence of its own.

**Recommendation**

The fit supports a local statement: near 3.0 V, the logarithm of the lifetime falls with voltage at the fitted slope. The claim that the exponential law is established should be withdrawn. The projection to 2.0 V should be reported separately for each law that the data do not exclude, with its conditional interval, and the spread between laws should be stated as the larger uncertainty. That spread is not a bound: with $s_\lambda=1.8$ the data do not confine $\lambda$ to the range $-1$ to $1$, and only outside evidence restricts the choice to these three laws. The numerical output below lists the true law's win rate for every design discussed, and the projections and intervals for the original one.

## Values computed for the example and the checks

```
Centre 3.0 V; operation 2.0 V; exponent n 40
eta at centre 1000 s; beta 1.5; devices per voltage 20
Stress voltages (V): 2.8 2.9 3.0 3.1 3.2
True eta there (s): 1.58e+04 3881 1000 269.4 75.66
Relative half-width h 0.06667
gamma 13.3333 1/V; G 120.0 V
Matched laws at operating voltage:
 exponential: eta 6.174e+08 s; local exponent 26.67
  life at F=0.001: 0.1957 years
  voltage for 10 years at this F: 1.705 V
 power: eta 1.106e+10 s; local exponent 40.00
  life at F=0.001: 3.505 years
  voltage for 10 years at this F: 1.948 V
 reciprocal: eta 4.852e+11 s; local exponent 60.00
  life at F=0.001: 153.8 years
  voltage for 10 years at this F: 2.095 V
Reciprocal/exponential lifetime ratio 785.8
Failure-fraction factor 0.01000
Noise-free fits to power-law data:
 exponential: max |residual| in ln eta 0.0452; projected eta 6.565e+08 s
 power: max |residual| in ln eta 0.0000; projected eta 1.106e+10 s
 reciprocal: max |residual| in ln eta 0.0454; projected eta 4.345e+11 s
Sampling sigma of ln eta 0.1510; standard error of lam 1.815
Simulated fits, power law true:
 exponential: median R2 0.9967; accepted 93.0 %; wins 39.5 %
  projection SE in ln eta 0.482; 95% factor 2.57; coverage 0.01 %
 power: median R2 0.9970; accepted 94.9 %; wins 21.5 %
  projection SE in ln eta 0.582; 95% factor 3.13; coverage 95.12 %
 reciprocal: median R2 0.9966; accepted 93.0 %; wins 39.1 %
  projection SE in ln eta 0.713; 95% factor 4.04; coverage 0.09 %
Predicted win rate of true law 21.7 %
Devices per voltage for SE(lam)=0.25: narrow 1029, doubled 65
True-law wins with those: narrow 95.7 %, doubled 95.9 %; predicted 95.4 %
Doubled window 2.6 to 3.4 V, 20 devices: true law wins 73.1 %
Added group at 2.4 V: true law wins 81.6 %; predicted 81.5 %
 eta there 87.1 days; mean last failure of 20: 201.8 days
```
